Microcanonical decomposition rates from a high-pressure Arrhenius law: two derivations

Definitions and conventions

A gas-phase molecule decomposes with the microcanonical rate k(E) ≥ 0, the probability per unit time that a molecule of energy E reacts. E is the total energy in vibration and overall rotation, measured from the ground level of the reactant. The reactant has ρ(E) states per unit energy, with ρ = 0 for E < 0. With β = 1/(k_B T), its partition function is

Q(β) = ∫₀^∞ ρ(E) e^(−βE) dE. (1)

We take ρ to be an ordinary function growing no faster than a power of E, so that (1) converges for every β > 0. Purely discrete levels are treated separately below.

At high pressure, collisions restore the Boltzmann population faster than reaction depletes it. The probability density of energy is then ρ(E)e^(−βE)/Q(β), and the observed rate constant is the average of k(E) over it:

k∞(β) = (1/Q(β)) ∫₀^∞ k(E) ρ(E) e^(−βE) dE. (2)

Suppose that this rate constant obeys

k∞(β) = A e^(−βE∞), A > 0, E∞ ≥ 0, (3)

with A and E∞ independent of temperature. The result to be derived is

k(E) = A ρ(E − E∞)/ρ(E) for E > E∞, k(E) = 0 for E < E∞. (4)

It holds wherever ρ(E) > 0, apart from a set of energies of zero total length, which no thermal average can detect.

Both derivations start from the product f(E) = k(E)ρ(E). Multiplying (2) by Q and inserting (3) gives

F(β) ≡ ∫₀^∞ f(E) e^(−βE) dE = A e^(−βE∞) Q(β). (5)

The unknown f is thus known through its Laplace transform.

First derivation: real temperatures

Construct a function that has the required transform. Let f₀(E) = Aρ(E − E∞), which vanishes below E∞. Substitute E = x + E∞, so that dE = dx and the lower limit becomes x = 0:

∫₀^∞ f₀(E) e^(−βE) dE = A ∫_{E∞}^∞ ρ(E − E∞) e^(−βE) dE
= A ∫₀^∞ ρ(x) e^(−β(x + E∞)) dx
= A e^(−βE∞) Q(β). (6)

The factor e^(−βE∞) leaves the integral because it does not depend on x. So f₀ satisfies (5), and it remains to show that no other function does.

Let h = f − f₀. Its transform vanishes for all β > 0. Choose β₀ > 0 and b > 0, and use the values β = β₀ + nb with n = 0, 1, 2, …:

∫₀^∞ h(E) e^(−β₀E) (e^(−bE))ⁿ dE = 0. (7)

Adding such equations with arbitrary coefficients gives, for every polynomial p,

∫₀^∞ h(E) e^(−β₀E) p(e^(−bE)) dE = 0. (8)

The variable u = e^(−bE) runs between 0 and 1. By the Weierstrass approximation theorem, any continuous function ψ(u) on that interval lies within any chosen ε of some polynomial. Replacing p by ψ changes the integral by at most ε ∫|h|e^(−β₀E)dE. This integral is finite, because f and f₀ are non-negative and both have finite transforms. Since ε is arbitrary, (8) holds with ψ in place of p.

Now let ψ be 1 when E lies between E₁ and E₂ and 0 outside, with steep continuous edges. As the edges are made steeper, ψ stays between 0 and 1 and the integral tends to

∫_{E₁}^{E₂} h(E) e^(−β₀E) dE = 0. (9)

This is true for every interval. Differentiating with respect to E₂ gives h(E₂)e^(−β₀E₂) = 0 for almost every E₂, hence h = 0. Therefore kρ = Aρ(E − E∞), and division by ρ(E) gives (4).

Second derivation: a contour in complex temperature

The second route computes f directly. Let β = c + iy with fixed c > 0, and consider

I_a(E) = (1/2πi) ∫_{c−i∞}^{c+i∞} F(β) e^(a²β²/2 + βE) dβ, (10)

where a is a small energy. On this line the extra factor has modulus e^(a²(c² − y²)/2), so the integral converges rapidly. Also |F(c + iy)| ≤ F(c), since f ≥ 0.

To see what I_a means, insert the definition of F. Absolute convergence permits the order of integration to be exchanged:

I_a(E) = ∫₀^∞ f(E′) G(E − E′) dE′,
G(u) = (1/2πi) ∫ e^(a²β²/2 + βu) dβ. (11)

Complete the square in the exponent:

a²β²/2 + βu = (a²/2)(β + u/a²)² − u²/(2a²). (12)

The integrand of G has no singularities and vanishes at the far ends of any vertical strip, so the line may be moved to β = −u/a² + iy. There the exponent is −a²y²/2 − u²/(2a²), and dβ = i dy cancels the i in the prefactor:

G(u) = (1/2π) e^(−u²/(2a²)) ∫_{−∞}^{∞} e^(−a²y²/2) dy
= e^(−u²/(2a²)) / (a√(2π)), (13)

because the last integral is √(2π)/a. Thus I_a is f averaged with a normalized Gaussian of width a.

Evaluate the same integral with the other side of (5):

I_a(E) = A (1/2πi) ∫ Q(β) e^(a²β²/2 + β(E − E∞)) dβ. (14)

The Arrhenius exponential has merged with e^(βE). What remains has the form (10), with Q in place of F and E − E∞ in place of E. Since Q is the transform of ρ, the argument leading to (13) gives

∫₀^∞ k(E′)ρ(E′) G(E − E′) dE′
= A ∫₀^∞ ρ(x) G(E − E∞ − x) dx. (15)

As a → 0 the Gaussian narrows to a point. At energies where both functions are continuous, the left side tends to k(E)ρ(E) and the right side to Aρ(E − E∞). For integrable functions with discontinuities the same limit holds at almost every energy. Division by ρ(E) again gives (4).

What each derivation assumes

The first derivation uses real temperatures. Its sequence β₀ + nb extends towards zero temperature, so it takes (3) to hold down to arbitrarily low T. It guarantees uniqueness but offers no stable way to compute f from data.

The second uses (3) along one line of complex β whose real part corresponds to a single temperature. It is constructive and supplies the energy-averaged identity (15) before any limit is taken. Its additional assumption is that the law can be continued to complex β.

The assumptions are connected. Where the integrals (1) and (5) converge absolutely they can be differentiated under the integral sign, so they are analytic in β. If (3) held without any error on a finite interval of temperature, analyticity would extend it to lower temperatures and to the complex line. Approximate agreement does not extend in this way, and a linear-in-T prefactor shows how badly it can fail.

Consider

k_lin = A′ (T/T_r) e^(−βE′), β_r = 1/(k_B T_r). (16)

Since T/T_r = β_r/β, we have ln k_lin = ln A′ + ln β_r − ln β − βE′, whose β-derivative at β_r is −1/β_r − E′. Matching the Arrhenius slope −E∞ gives E′ = E∞ − k_B T_r. Matching the values at β_r gives A′ = A e^(−β_r(E∞ − E′)) = A/e. The ratio of the two laws is therefore

k_lin/k∞ = (1/e)(β_r/β) e^(β/β_r). (17)

At real T = 0.9T_r this is 0.9e^(0.111) = 1.006. On the complex line β = β_r(1 + iη) it is e^(iη)/(1 + iη), whose modulus at η = 1 is only 0.71. Two laws that nearly coincide in the laboratory window differ strongly where the inversion needs them.

The microcanonical rate belonging to (16) follows from 1/β = ∫₀^∞ e^(−βx)dx. A product of transforms is the transform of a convolution, so the factor 1/β integrates ρ:

k_lin(E)ρ(E) = (A/e) β_r ∫₀^(E−E′) ρ(x) dx, E > E′. (18)

The threshold lies k_B T_r below E∞. The threshold in (4) is thus a consequence of the constant prefactor as well as of the measured slope.

Meaning, limits and failure

The energy distribution of the molecules that react at high pressure is kρe^(−βE)/(k∞Q). With (4) it becomes

Aρ(E − E∞)e^(−βE) / (A e^(−βE∞)Q) = ρ(x)e^(−βx)/Q, x = E − E∞. (19)

It is the thermal distribution moved upwards rigidly by E∞. The mean energy of reacting molecules therefore exceeds the mean energy of all molecules by E∞ at every temperature.

If ρ = C E^(s−1), with C constant and s > 1, then (4) becomes the Kassel rate

k(E) = A(1 − E∞/E)^(s−1). (20)

It vanishes at threshold and tends to A as E → ∞. For large s the approach is slow: k(E) is close to A only when E ≫ (s − 1)E∞. A classical oscillator contributes 1 to s, because its partition function is proportional to 1/β; a spherical rotor contributes 3/2.

A negative E∞ is inadmissible. For E∞ = −D with D > 0, equation (5) would require F(β) = A e^(βD)Q(β). States exist arbitrarily close to the ground level, so for 0 < δ < D there is a positive number N(δ) of states below δ, and Q(β) ≥ N(δ)e^(−βδ). The right side then grows at least as e^(β(D − δ)). The left side cannot grow with β, because f ≥ 0 and e^(−βE) decreases. No k(E) satisfies both.

For strictly discrete levels, (4) is no longer a quotient of functions. Take one oscillator with levels nq, n = 0, 1, 2, …. If E∞ = mq with m an integer, setting k = A for n ≥ m and zero otherwise gives

Σ_{n≥m} A e^(−βnq) = A e^(−βmq) Q(β), (21)

as required. If E∞ is not a multiple of q, the right side of (5) contains exponentials at energies where the reactant has no level, and no k exists. One can still divide the right side of (15) by the equally broadened density of states, but the quotient is then a coarse-grained rate, not a rate for individual levels.

Worked example: a silane-like precursor

Take A = 3.0×10¹⁵ s⁻¹ and E∞ = 2.50 eV (241.2 kJ/mol). The molecule has four harmonic stretches with quanta of 270 meV, two bends of 120 meV and three of 113 meV. These are round values in the rough regime of silane losing H₂.

Rotation is included as an active classical spherical rotor, meaning that its energy is available for reaction. Its levels BJ(J + 1) have degeneracy (2J + 1)². For k_B T ≫ B the sum over J becomes ∫₀^∞ 4J²e^(−βBJ²)dJ = √π(βB)^(−3/2), to be divided by the symmetry number σ. Since ∫₀^∞ x^(1/2)e^(−βx)dx = Γ(3/2)β^(−3/2), the combined density is

ρ(E) = [√π/(σB^(3/2))] Σ_j g_j (E − ε_j)^(1/2)/Γ(3/2), (22)

summed over vibrational levels ε_j < E with degeneracies g_j. Here B = 0.35 meV and σ = 12; both cancel in k(E).

At 3.0 eV, equation (4) needs the density at 0.5 eV:

k(3.0 eV) = 3.0×10¹⁵ × (1.241×10⁶)/(5.748×10¹⁰) s⁻¹
= 6.48×10¹⁰ s⁻¹. (23)

The rate rises from 5.56×10⁹ s⁻¹ at 2.7 eV to 2.46×10¹² s⁻¹ at 4.0 eV. It is still far below A there, because ρ(1.5 eV) is less than a thousandth of ρ(4.0 eV).

Both directions of the transform were tested. Inserting the counted densities in (2) at 700, 1000 and 1300 K reproduced (3), with the closed-form partition function in the denominator, to a relative error of 2.7×10⁻⁶. Conversely, the contour integral with a = 20 meV, applied to that closed form at 2.7, 3.0, 3.5 and 4.0 eV, agreed with the equally averaged counts to 3.1×10⁻⁶. The averaged rate itself exceeds the unaveraged one by 3.5% at 2.7 eV and by 0.3% at 4.0 eV. That difference is the effect of averaging, not an error of inversion.

The classical limit is poor here. Nine oscillators and the rotor give s = 10.5, so (20) at 3.5 eV yields 3.0×10¹⁵ × (1/3.5)^9.5 = 2.04×10¹⁰ s⁻¹. The quantum count gives 6.09×10¹¹ s⁻¹, thirty times more.

At high energy the direction of the difference follows from an expansion. An oscillator of quantum q has the ratio of quantum to classical partition function βq/(1 − e^(−βq)) = 1 + βq/2 + …. The product over modes is 1 + βE_z + …, where E_z is the sum of the half-quanta. Multiplication by β differentiates the density, since ρ vanishes at E = 0, so the classical density is multiplied by 1 + (s − 1)E_z/E + …. The correction is larger at E − E∞ than at E, which raises the quotient. With E_z = 0.83 eV and E − E∞ = 1.0 eV the first correction is about 8, far from small. At 3.5 eV the expansion therefore only suggests the sign; both the sign and the factor of thirty rest on the count.

At 1000 K, k_B T = 0.0861733 eV and

k∞ = 3.0×10¹⁵ × exp(−2.50/0.0861733) s⁻¹ = 755 s⁻¹. (24)

The mean energy of all molecules is 0.383 eV and that of reacting molecules 2.883 eV, separated by E∞ as (19) requires.

Finite pressure

Let every collision, at frequency ω, give the molecule a fresh thermal energy. Write P(E) = ρe^(−βE)/Q and let n(E) be the actual population density, normalized to one. When the overall decay is slow compared with ω, gain and loss balance at each energy:

ωP(E) = [ω + k(E)] n(E). (25)

Solving for n and integrating k(E)n(E) gives

k_uni = ∫₀^∞ [ωk(E)/(ω + k(E))] P(E) dE. (26)

For ω ≫ k over the energies that contribute, this returns k∞. For ω ≪ k it tends to ω times the thermal fraction above E∞, which does not contain A.

For a reactant of 32 u in a bath gas of 28 u, the reduced mass is μ = 32×28/60 = 14.9 u. With a collision diameter d = 0.40 nm, the hard-sphere frequency at pressure p is

ω = πd² √(8k_B T/(πμ)) p/(k_B T) = 5.78×10⁶ s⁻¹ (27)

at 1 Torr and 1000 K. This is far below the k(E) listed above, and the rate is close to its low-pressure limit: k_uni = 0.787 s⁻¹ against a limiting value of 0.791 s⁻¹. Doubling A at fixed E∞ raises k_uni by only 0.3%. At 760 Torr k_uni is 195 s⁻¹, still 26% of k∞.

What the model omits can now be sized at 1 Torr and 1000 K, changing one feature at a time. The first two comparisons keep A and E∞ fixed.

Stretch levels 270v − 4v(v − 1) meV, with v the quantum number, keep the fundamental quantum fixed while adding anharmonicity. They multiply k_uni by 1.06 and k(3.0 eV) by 0.93. This covers the stretches only. An anharmonicity of 0.5 meV in the same form for the five bends gives by itself 1.08 and 0.91, and together with the stretches about 1.14 and 0.85. Allowing two active rotational degrees of freedom instead of three multiplies k_uni by 0.50 and k(3.0 eV) by 1.96, although k∞ is unchanged by construction. With only one active rotation, the usual choice when conservation of angular momentum is imposed, the low-pressure rate falls to about a quarter of its value with three, provided the moments of inertia are the same in the reactant and at the barrier. If they are larger at the barrier, the threshold for rotating molecules is lower and the reduction is smaller. The reduction is a factor of about four for equal moments, three for moments 1.5 times larger at the barrier and two for moments three times larger, and it disappears in the limit of a very loose barrier. The treatment of rotation therefore matters by up to a factor of about four.

The linear prefactor of (16), matched at 1000 K, changes k∞ by at most 0.58% among 900, 1000 and 1100 K. Yet it lowers the threshold to 2.414 eV, gives k(2.45 eV) = 1.2×10⁸ s⁻¹ where (4) gives zero, and multiplies k_uni by 1.98. It changes k(E) by −17% at 2.55 eV, +56% at 2.6 eV, +6% at 2.7 eV, −3% at 3.0 eV and +15% at 3.5 eV; near threshold the ratio is not monotonic, because few vibrational levels lie below E − E∞. The close agreement at 3.0 eV is not general: for ρ = C E^(s−1), equation (18) gives a rate proportional to E at large E, whereas (4) tends to A. The low-pressure rate is decided by the position of the threshold. Above E∞ both rates far exceed ω except in a very narrow range at threshold, so the factor 1.98 comes from the molecules between 2.414 and 2.50 eV, which react in one law and not in the other.

For tunnelling, the Wigner estimate with an assumed barrier quantum of 0.10 eV gives a factor 1 + (0.10/0.08617)²/24 = 1.06 on k∞. The effect on k_uni at 1 Torr is much larger. Tunnelling opens reaction just below E∞, where more molecules are found and where even a small k(E) can exceed ω. Including the transmission of a parabolic barrier with the same quantum in k(E) roughly doubles k_uni at 1 Torr. These figures illustrate the assumed barrier and are not calculated properties of silane.

Silane is a precursor for silicon films, which can be deposited at low pressure. In a reactor at 1 Torr and 1000 K the high-pressure assumption would fail: in this model it overstates the gas-phase rate by a factor of about 960. Real collisions also transfer limited energy. Representing this by an illustrative efficiency of 0.2 multiplies ω by 0.2 and lowers k_uni by a further factor of five, to 0.16 s⁻¹. For a chosen gas residence time of 1 s at 1000 K, the decomposed fraction 1 − e^(−k_uni t) is 54% with strong collisions and 15% with this efficiency, whereas k∞ would predict essentially complete decomposition. The efficiency depends strongly on the energy removed per collision. In this model, with an exponential distribution of downward steps, 0.2 corresponds to a mean step near 90 meV; steps of 25 to 40 meV give efficiencies of 0.03 to 0.07 and k_uni of 0.025 to 0.05 s⁻¹. Reaction on hot surfaces is outside the model. Equation (4) supplies the energy dependence needed for such a fall-off calculation; k∞ should not itself be used as the reactor rate under these conditions. The numerical output lists the remaining pressures and inputs.

Calculated quantities

```
prefactor A = 3.0e+15 1/s
activation energy = 2.50 eV
activation energy = 241.2 kJ/mol
mode quantum = 270 meV, degeneracy 4
mode quantum = 120 meV, degeneracy 2
mode quantum = 113 meV, degeneracy 3
rotational constant = 0.35 meV
rotational symmetry number = 12
temperature = 1000 K
thermal energy kB*T = 0.08617 eV
Gaussian averaging width = 20 meV
E = 2.7 eV: k(E) = 5.556e+09 1/s, averaged inversion = 5.751e+09 1/s
E = 3.0 eV: k(E) = 6.480e+10 1/s, averaged inversion = 6.612e+10 1/s
E = 3.5 eV: k(E) = 6.089e+11 1/s, averaged inversion = 6.119e+11 1/s
E = 4.0 eV: k(E) = 2.459e+12 1/s, averaged inversion = 2.466e+12 1/s
rho(0.5 eV) = 1.241e+06 1/eV
rho(3.0 eV) = 5.748e+10 1/eV
largest forward relative error = 2.7e-06
largest inversion relative error = 3.1e-06
Kassel exponent = 9.5
classical Kassel k(3.5 eV) = 2.035e+10 1/s
mean thermal energy = 0.3828 eV
mean energy of reacting molecules = 2.8828 eV
high-pressure rate = 754.53 1/s
collision diameter = 0.40 nm
masses: reactant 32 u, bath 28 u
collision frequency at 1 Torr = 5.780e+06 1/s
1 Torr: k_uni = 0.7868 1/s, k_uni/k_inf = 1.043e-03
10 Torr: k_uni = 7.512 1/s, k_uni/k_inf = 9.955e-03
100 Torr: k_uni = 55.52 1/s, k_uni/k_inf = 7.358e-02
760 Torr: k_uni = 194.9 1/s, k_uni/k_inf = 2.583e-01
low-pressure-limit rate at 1 Torr = 0.7913 1/s
k_uni factor at 1 Torr, doubled A = 1.0028
k_uni shift, 1 meV against 0.5 meV cell = 3.4e-05
Neglected effects: factors on k_uni at 1 Torr or on k(E)
collision efficiency 0.2: k_uni factor = 0.201
4 meV stretch anharmonicity: k_uni factor = 1.060
4 meV stretch anharmonicity: k(3.0 eV) factor = 0.927
two active rotations: k_uni factor = 0.502
two active rotations: k(3.0 eV) factor = 1.963
linear-T prefactor: threshold = 2.4138 eV
linear-T: largest k_inf change at 900, 1000, 1100 K = 0.58 %
linear-T prefactor: k(2.6 eV) factor = 1.564
linear-T prefactor: k(3.0 eV) factor = 0.966
linear-T prefactor: k(2.45 eV) = 1.171e+08 1/s
linear-T prefactor: k_uni factor = 1.978
assumed barrier quantum = 0.10 eV
Wigner tunnelling factor on k_inf = 1.056
```
